\section*{Second-Order Kirzhnits Expansion of the Density Matrix in Density Gradients, part 2}

Non-interacting electrons, two per orbital, move in a smooth local potential $v(\mathbf r)$ and fill all states below the chemical potential $\mu$. We seek their spin-summed density matrix $\gamma(\mathbf r,\mathbf r')$, with $n(\mathbf r)=\gamma(\mathbf r,\mathbf r)$, through second order in gradients, first in terms of $\kappa=k^2=2[\mu-v]>0$ and then in terms of $n$. The algebra uses atomic units; the numerical example uses eV and \AA.

Let $\mathbf s=\mathbf r-\mathbf r'$, $z=ks$, $j_0=\sin z/z$ and $j_1=\sin z/z^2-\cos z/z$. The functions $B_{l-1}=2\partial_\kappa B_l$ are $B_1=k^3j_1/z$, $B_0=kj_0$, $B_{-1}=\cos z/k$ and $B_{-2}=-(\cos z+z\sin z)/k^3$. In $(\mathbf s\cdot\nabla)^2$, $\mathbf s$ is held fixed. The expansion about $\mathbf r$ is
\begin{align}
\pi^2\gamma={}&B_1-\tfrac14(\mathbf s\cdot\nabla\kappa)B_0+\tfrac1{12}(\mathbf s\cdot\nabla)^2\kappa\,B_0+\tfrac1{32}(\mathbf s\cdot\nabla\kappa)^2B_{-1}\nonumber\\
&+\tfrac1{24}\nabla^2\kappa\,B_{-1}+\tfrac1{96}|\nabla\kappa|^2B_{-2}.
\label{Bform}
\end{align}
Written out,
\begin{align}
\gamma=\frac1{\pi^2}\Big\{&\frac{k^3j_1}{z}-\frac{kj_0}{4}\,\mathbf s\cdot\nabla k^2+\frac{kj_0}{12}(\mathbf s\cdot\nabla)^2k^2+\frac{\cos z}{32k}(\mathbf s\cdot\nabla k^2)^2\nonumber\\
&+\frac{\cos z}{24k}\nabla^2k^2-\frac{\cos z+z\sin z}{96k^3}|\nabla k^2|^2\Big\}.
\label{kform}
\end{align}
Part (d) showed that the first line of (\ref{Bform}) is the uniform-gas result with $\kappa$ averaged along the straight path from $\mathbf r$ to $\mathbf r'$. Among other conditions, $s^2|\nabla\kappa|/(4k)$, for $\mathbf s$ along the gradient, and $s|(\mathbf s\cdot\nabla)^2\kappa|/(12k)$ must be small.

The density is
\begin{equation}
n=\frac{k^3}{3\pi^2}+\frac1{24\pi^2}\left[\frac{\nabla^2\kappa}{k}-\frac{|\nabla\kappa|^2}{4k^3}\right].
\label{nk}
\end{equation}
With $k_F=(3\pi^2n)^{1/3}$, $Q=k_F^2$ and $\kappa=Q+\delta$,
\begin{equation}
0=\tfrac32k_F\delta+\frac18\left[\frac{\nabla^2Q}{k_F}-\frac{|\nabla Q|^2}{4k_F^3}\right]
\;\Rightarrow\;
\delta=-\frac{\nabla^2Q}{12Q}+\frac{|\nabla Q|^2}{48Q^2}.
\label{delta}
\end{equation}
\begin{equation}
\nabla Q=\frac{2Q}{3n}\nabla n,\qquad
\partial_i\partial_jQ=\frac{2Q}3\left[\frac{\partial_i\partial_jn}{n}-\frac{\partial_in\,\partial_jn}{3n^2}\right].
\label{dQ}
\end{equation}
For the smooth part of the density in slowly varying systems,
\begin{equation}
2[\mu-v]=\kappa=k_F^2-\frac{\nabla^2n}{18\,n}+\frac{|\nabla n|^2}{36\,n^2}.
\label{kn}
\end{equation}

\section*{(f) The density matrix in density gradients}

\textbf{Question.} Eliminate $\kappa$ from (\ref{Bform}).

\textbf{Solution.} From here on $z=k_Fs$, and the $B_l$ are taken at $\kappa=Q$. The leading term becomes $B_1+\frac12B_0\delta$. In all other terms $\kappa\to Q$ suffices; in the first-order term the error is of third order. With $\delta$ from (\ref{delta}),
\begin{align}
\pi^2\gamma={}&B_1-\tfrac14(\mathbf s\cdot\nabla Q)B_0+\tfrac1{12}(\mathbf s\cdot\nabla)^2Q\,B_0+\tfrac1{32}(\mathbf s\cdot\nabla Q)^2B_{-1}\nonumber\\
&+\frac{\nabla^2Q}{24}\left[B_{-1}-\frac{B_0}{Q}\right]+\frac{|\nabla Q|^2}{96}\left[B_{-2}+\frac{B_0}{Q^2}\right].
\end{align}
Now insert (\ref{dQ}) and use $k_F^3=3\pi^2n$. After division by $\pi^2$ the six terms are, in order,
\begin{align}
T_1&=3n\,\frac{j_1}{z},\qquad T_2=-\frac{k_F^3}{6\pi^2n}\,j_0\,\mathbf s\cdot\nabla n=-\tfrac12j_0\,\mathbf s\cdot\nabla n,\nonumber\\
T_3&=\frac{k_F^3j_0}{18\pi^2}\left[\frac{(\mathbf s\cdot\nabla)^2n}{n}-\frac{(\mathbf s\cdot\nabla n)^2}{3n^2}\right]
=\frac{j_0}6(\mathbf s\cdot\nabla)^2n-\frac{j_0}{18}\frac{(\mathbf s\cdot\nabla n)^2}{n},\nonumber\\
T_4&=\frac{k_F^3\cos z}{72\pi^2n^2}(\mathbf s\cdot\nabla n)^2=\frac{\cos z}{24}\frac{(\mathbf s\cdot\nabla n)^2}{n},\nonumber\\
T_5&=\frac{\cos z-j_0}{12k_F^2}\left[\nabla^2n-\frac{|\nabla n|^2}{3n}\right],\nonumber\\
T_6&=\frac{j_0-\cos z-z\sin z}{72k_F^2}\,\frac{|\nabla n|^2}{n}.
\end{align}
In $T_5$ and $T_6$ the prefactors follow from $k_F/\pi^2=3n/k_F^2$. The terms in $|\nabla n|^2$ combine through $\frac1{36}+\frac1{72}=\frac1{24}$, which gives
\begin{align}
\gamma={}&3n\frac{j_1}{z}-\frac{j_0}2\,\mathbf s\cdot\nabla n+\frac{j_0}6(\mathbf s\cdot\nabla)^2n+\left[\frac{\cos z}{24}-\frac{j_0}{18}\right]\frac{(\mathbf s\cdot\nabla n)^2}{n}\nonumber\\
&+\frac{\cos z-j_0}{12k_F^2}\nabla^2n+\left[\frac{j_0-\cos z}{24}-\frac{z\sin z}{72}\right]\frac{|\nabla n|^2}{n\,k_F^2}.
\label{nform}
\end{align}
At $s=0$ we have $3j_1/z=1$ and $\cos z=j_0=1$. Every correction vanishes and $\gamma(\mathbf r,\mathbf r)=n$, as it must.

\section*{(g) Two consequences}

\textbf{Question.} Find the kinetic energy density $\tau=\frac12\nabla\cdot\nabla'\gamma|_{\mathbf r'=\mathbf r}$. Then determine whether (\ref{nform}) can be put directly into the exchange energy $E_x=-\frac14\int\!\int|\gamma|^2/s$.

\textbf{Solution.} Regard $\gamma$ as a function of $\mathbf r$ and $\mathbf s$. Then $\nabla'=-\nabla_s$, while $\nabla$ at fixed $\mathbf r'$ is $\nabla_r+\nabla_s$, where $\nabla_r$ acts at fixed $\mathbf s$. Hence
\begin{equation}
\tau=-\tfrac12\big[\nabla_s^2\gamma+\nabla_r\cdot\nabla_s\gamma\big]_{s=0}.
\end{equation}
For small $s$, $3j_1/z\approx1-z^2/10$, $j_0\approx1-z^2/6$ and $\cos z\approx1-z^2/2$. The last bracket in (\ref{nform}) is $z^2/72-z^2/72=0$ at this order, so
\begin{equation}
\gamma\approx n-\frac{k_F^2s^2n}{10}-\frac{\mathbf s\cdot\nabla n}2+\frac{(\mathbf s\cdot\nabla)^2n}6-\frac{(\mathbf s\cdot\nabla n)^2}{72n}-\frac{s^2\nabla^2n}{36}.
\end{equation}
With $\nabla_s^2s^2=6$ and $\nabla_s^2(\mathbf s\cdot\mathbf a)^2=2a^2$,
\begin{equation}
\nabla_s^2\gamma|_0=-\tfrac35k_F^2n+\tfrac13\nabla^2n-\frac{|\nabla n|^2}{36n}-\tfrac16\nabla^2n .
\end{equation}
The linear term gives $\nabla_r\cdot\nabla_s\gamma|_0=-\frac12\nabla^2n$. Adding the two with the factor $-\frac12$, the Laplacian receives $-\frac1{12}+\frac14=\frac16$:
\begin{equation}
\tau=\tfrac3{10}k_F^2n+\frac{|\nabla n|^2}{72\,n}+\tfrac16\nabla^2n .
\label{tau}
\end{equation}

For exchange, consider $|\gamma|^2$ at second order and large $s$. There $3nj_1/z\to-3n\cos z/z^2$, and the second-order term that grows fastest is $\cos z\,(\mathbf s\cdot\nabla n)^2/(24n)$. Twice their product, plus the square of the first-order term, is with $\hat{\mathbf s}=\mathbf s/s$
\begin{equation}
\frac{(\hat{\mathbf s}\cdot\nabla n)^2}{4k_F^2}\big(-\cos^2z+\sin^2z\big)=-\frac{\cos2z}{4k_F^2}(\hat{\mathbf s}\cdot\nabla n)^2 .
\end{equation}
This does not decay, and the Coulomb integral weights it by $s^2ds/s=s\,ds$. The integral does not converge as it stands. A smooth convergence factor makes the integral of this oscillating part converge to a finite value that is not zero: $\int_0^\infty z\cos2z\,e^{-\eta z}dz\to-\frac14$ as $\eta\to0$. The next terms at large $z$, averaged over angles and over the oscillation, leave $(|\nabla n|^2/36-n\nabla^2n/12)/(k_F^2z^2)$, which gives a logarithm at each point $\mathbf r$. The logarithm cancels only after the Laplacian is integrated by parts over $\mathbf r$, because $n/k_F^4\propto n^{-1/3}$ turns $-\frac1{12}$ into $-\frac1{36}$. The finite remainder depends on the factor. With $e^{-\beta s}$ the logarithm is $\ln(k_F/\beta)$, which varies in space and adds a term in the integration by parts; with $e^{-\beta k_Fs}$ it is constant. The two values of $E_x$ differ by $\frac{\pi}{36}\int d^3r\,|\nabla n|^2/k_F^4$ as $\beta\to0$. The choice of factor is thus an additional assumption. Equation (\ref{nform}) describes $\gamma$ at short distance and does not by itself fix a gradient coefficient for exchange.

\section*{(h) A modulated electron gas}

\textbf{Question.} Take $\mu=10$ eV and $v=V_0\cos(2\pi x/L)$ with $V_0=2$ eV and $L=10$ \AA. Evaluate the expansion at $x=1.5$ \AA\ and judge its accuracy.

\textbf{Solution.} This is a model with round parameters. Its reference values come from numerical diagonalization of the same non-interacting Hamiltonian.

At this point $v=1.1756$ eV and $k=1.5219$ \AA$^{-1}$. The ratio $k^2/(\mu-v)=2.3161/8.8244=0.26247$ \AA$^{-2}$\,eV$^{-1}$ converts energies to $\kappa$. With $2\pi/L=0.62832$ \AA$^{-1}$ and phase $2\pi x/L=0.94248$,
\begin{align}
\kappa'&=0.26247\times2\times0.62832\times0.80902=0.2668\ \text{\AA}^{-3},\nonumber\\
\kappa''&=0.26247\times2\times0.39478\times0.58779=0.1218\ \text{\AA}^{-4}.
\end{align}
Equation (\ref{nk}) then gives a leading density $k^3/(3\pi^2)=0.11905$ \AA$^{-3}$ and a correction
\begin{equation}
\frac1{236.87}\left[\frac{0.1218}{1.5219}-\frac{0.2668^2}{4\times1.5219^3}\right]
=\frac{0.0800-0.0050}{236.87}=0.00032\ \text{\AA}^{-3}.
\end{equation}
The sum, $0.11937$ \AA$^{-3}$ ($0.01769$ bohr$^{-3}$), agrees with diagonalization to the digits shown. The point is a favourable one. Over a whole period the largest density error falls from $6.1\times10^{-4}$ to $1.0\times10^{-5}$ \AA$^{-3}$ when the second order is included.

Going back from the reference density to the potential, $k_F^2$ alone gives $v=1.160$ eV and (\ref{kn}) gives $1.175$ eV, against the true $1.176$ eV. For $\tau$ the leading term is $0.6331$ eV\,\AA$^{-3}$; equation (\ref{tau}) gives $0.6468$, equal to the reference value at this precision. The point is favourable for these quantities too: over a period the largest errors fall from $3.2\times10^{-2}$ to $1.3\times10^{-3}$ eV for the potential and from $2.3\times10^{-2}$ to $9.8\times10^{-5}$ eV\,\AA$^{-3}$ for $\tau$.

For a displacement of $1$ \AA\ along $x$, the orders of (\ref{nform}) add up as
\begin{equation}
0.09387-0.00664+0.00081=0.08804\ \text{\AA}^{-3},
\end{equation}
against $0.08817$ \AA$^{-3}$ from diagonalization, an error of $0.15\%$ of the reference value. The momentum form (\ref{kform}) gives $0.08793$ \AA$^{-3}$. For $2$ \AA\ across the modulation both forms give $0.03928$ \AA$^{-3}$, against $0.03927$.

At $6$ \AA\ along $x$ the largest error of (\ref{nform}) over a period is $8.9\times10^{-3}$ \AA$^{-3}$, compared with $1.7\times10^{-4}$ \AA$^{-3}$ at $1$ \AA. This separation lies outside the range found in part (d). At $x=1.5$ \AA, $s^2|\kappa'|/(4k)$ is $0.2668/6.088=0.04$ for $s=1$ \AA\ and $36$ times larger, about $1.6$, for $s=6$ \AA; the curvature part $s^3|\kappa''|/(12k)$ grows from $0.007$ to about $1.4$. Neither is small at $6$ \AA. These estimates mark the breakdown and do not predict the size of the error.

The order of the remainder is tested by doubling $L$ from $20$ to $40$ \AA, which halves every gradient. A third-order term has three gradient indices. Contracting them among themselves in pairs leaves an odd number to be contracted with $\mathbf s$, so such a term vanishes at $s=0$ and for $\mathbf s$ perpendicular to the modulation. The density, the potential and $\tau$ are scalars at one point with no vector left to contract, so they have no third-order term either. The error should then fall by $2^4=16$ in those cases and by $2^3=8$ otherwise. The computed factors are $16.1$ to $16.3$ for the density, the potential, $\tau$ and the transverse displacement, and $8.0$ for the two displacements with a component along $x$. A wrong second-order coefficient would leave a second-order error, and the factor would approach $4$ once that error dominates. The test is weak for the term in $\cos z\,(\mathbf s\cdot\nabla k^2)^2$, because $\cos z$ is small at these two displacements: leaving it out of (\ref{kform}) lowers the factor $8.0$ only to $7.4$ and $6.0$. That coefficient rests mainly on the derivation and on the path average in part (d).

\section*{Values computed for the example and the checks}
\begin{verbatim}
chemical potential 10.000 eV
potential amplitude 2.000 eV
example period 10.0 angstrom
example position x 1.500 angstrom
potential at x 1.17557 eV
local momentum k 1.52189 1/angstrom
k_F from density 1.52323 1/angstrom
Density at x, 1/angstrom^3
  zeroth order 0.1190487
  second-order term 0.0003166
  through second order 0.1193653
  diagonalization 0.1193656
  diagonalization, atomic units 0.0176882 1/bohr^3
Potential recovered from density at x, eV
  zeroth order 1.15991
  second order 1.17548
Kinetic energy density tau at x, eV/angstrom^3
  zeroth order 0.633121
  second order 0.646813
  diagonalization 0.646811
gamma at x, 1/angstrom^3; shift (s_x, s_y) in angstrom
  shift (1.0, 0.0): diagonalization 0.0881704
    k form: orders 0,1,2 = 0.0936609, -0.0067510, 0.0010176; sum 0.0879276
    n form: orders 0,1,2 = 0.0938689, -0.0066362, 0.0008057; sum 0.0880384
  shift (0.0, 2.0): diagonalization 0.0392730
    k form: orders 0,1,2 = 0.0396025, -0.0000000, -0.0003214; sum 0.0392811
    n form: orders 0,1,2 = 0.0396125, -0.0000000, -0.0003296; sum 0.0392828
  shift (1.0, 0.5): diagonalization 0.0829896
    k form: orders 0,1,2 = 0.0879610, -0.0059939, 0.0008155; sum 0.0827826
    n form: orders 0,1,2 = 0.0881456, -0.0058904, 0.0006285; sum 0.0828836
Largest error over one period, L = 10 angstrom
  density, order 0 and 2: 6.14e-04, 9.95e-06 1/angstrom^3
  potential, order 0 and 2: 3.18e-02, 1.31e-03 eV
  tau, order 0 and 2: 2.34e-02, 9.78e-05 eV/angstrom^3
  gamma, shift (1.0, 0.0), k and n form: 2.79e-04, 1.65e-04 1/angstrom^3
  gamma, shift (6.0, 0.0), k and n form: 9.05e-03, 8.90e-03 1/angstrom^3
Error ratio, L = 20 over L = 40 angstrom (no unit)
  density: 16.29
  potential: 16.17
  tau: 16.19
  gamma, shift (1.0, 0.0), k and n form: 8.01, 7.99
  gamma, shift (0.0, 2.0), k and n form: 16.07, 16.06
  gamma, shift (1.0, 0.5), k and n form: 8.02, 8.00
Oscillator kernel error ratio, gradient halved: 7.97
\end{verbatim}
